# Rejection-Free Monte Carlo for Independent Oxygen Vacancies in a Uniform Field

## One vacancy that hops only forward

Let a vacancy sit on a line of sites a distance \(a\) apart and hop forward at a constant rate \(k\), never backward. If \(P_n(t)\) is the probability of \(n\) hops by time \(t\), then

\[
\frac{dP_n}{dt}=k(P_{n-1}-P_n),\qquad P_n(0)=\delta_{n0}.
\]

Multiply by \(n\) or \(n^2\), sum over \(n\), and shift the index in the gain term:

\[
\frac{d\langle n\rangle}{dt}=k\langle (n+1)-n\rangle=k,\qquad
\frac{d\langle n^2\rangle}{dt}=k\langle (n+1)^2-n^2\rangle=k(2\langle n\rangle+1).
\]

The variance therefore grows at the rate \(k(2\langle n\rangle+1)-2\langle n\rangle k=k\). With the drift velocity \(v\) defined as the growth rate of the mean position, and the diffusion coefficient \(D\) as half the growth rate of the variance,

\[
v=ak,\qquad D=\tfrac12a^2k .
\]

Every hop has the same direction, so all the spreading comes from the random hop times. A simulation that gave each vacancy the same number of hops would find \(D=0\). An algorithm for driven hopping must thus reproduce the random number of hops made by each vacancy, not only their directions.

## Rates in a field

Now take a simple cubic lattice of sites with spacing \(a\), a vacancy of charge \(q=2e\), and a uniform field \(F\) along \(+x\). Hops are assumed to be thermally activated and memoryless, with barrier \(E_a\) and attempt frequency \(\nu\). At temperature \(T\) the zero-field rate in each of the six directions is

\[
k_0=\nu e^{-E_a/kT}.
\]

In the product \(kT\), \(k\) is Boltzmann's constant; rates carry a subscript from here on.

To first order, the field changes the energy of a configuration by \(-Fp\), where \(p\) is its dipole along \(x\). A complete forward hop changes \(p\) by \(qa\). Assume that reflection through the midpoint of the path exchanges the two end states and leaves the saddle configuration unchanged. Measured from the midpoint, the end dipoles are then \(\mp qa/2\) and the saddle dipole is zero. Going from the initial site to the saddle changes \(p\) by \(+qa/2\) for a forward hop and by \(-qa/2\) for a backward hop. The barriers are \(E_a\mp qaF/2\), and

\[
k_\pm=k_0e^{\pm s},\qquad s=\frac{qaF}{2kT}.
\]

Transverse hops keep the rate \(k_0\) at this order. The ratio \(k_+/k_-=e^{qaF/kT}\) is the Boltzmann factor of the energy \(qaF\) released in a forward hop, as detailed balance requires. The total rate of one vacancy is \(K=k_++k_-+4k_0\).

## Why no move need be rejected

Give each possible hop \(i\) an independent exponential clock of rate \(k_i\). The probability density that clock \(i\) rings first, at time \(\tau\), is its own density times the probability that the others are still silent:

\[
k_ie^{-k_i\tau}\prod_{j\ne i}e^{-k_j\tau}
=\frac{k_i}{K}\;Ke^{-K\tau}.
\]

The product form shows that the winner has probability \(k_i/K\), that the waiting time is exponential with rate \(K\), and that the two are independent. They can be drawn separately, and each draw produces a hop.

After the hop, the losing clocks may be redrawn. For an exponential time,

\[
P(\tau>t_1+t_2\mid\tau>t_1)=\frac{e^{-k_i(t_1+t_2)}}{e^{-k_it_1}}=e^{-k_it_2},
\]

so a clock that has not rung is statistically as good as new.

For \(N\) independent vacancies the total rate is \(NK\). A given vacancy makes hop \(i\) next with probability \(k_i/(NK)=(1/N)(k_i/K)\): choose the vacancy uniformly, then the direction. If \(u\) is uniform on \((0,1]\), the waiting time is

\[
\Delta t=-\frac{\ln u}{NK},\qquad
P(\Delta t>\tau)=P(u<e^{-NK\tau})=e^{-NK\tau}.
\]

## Pseudocode

```
input: N, a, six rates k[i], observation time t_end
K = sum of k[i];  C = cumulative sums of k[i]
set all displacements x, y, z to zero;  clock = 0
loop:
    draw u in (0,1];  clock = clock - ln(u)/(N*K)
    if clock > t_end: leave the loop without moving
    draw a vacancy m uniformly from the N
    draw r uniformly in [0,K)
    i = first direction with r < C[i]
    move vacancy m by one site in direction i
v   = a*mean(x)/t_end
D_x = a^2*sum((x-mean(x))^2)/((N-1)*2*t_end)
D_y, D_z likewise
```

The state at `t_end` is the one before the event that crosses `t_end`. Several observation times can be served by one run, recording the state each time the clock passes one of them.

## The formulas to be reproduced

Hops along different axes have independent clocks, so each axis can be treated alone. Along \(x\), with \(n\) the displacement in sites,

\[
\frac{dP_n}{dt}=k_+P_{n-1}+k_-P_{n+1}-(k_++k_-)P_n .
\]

Define \(G(\theta,t)=\sum_nP_ne^{\theta n}\). Shifting the index gives \(\sum_nP_{n-1}e^{\theta n}=e^\theta G\) and \(\sum_nP_{n+1}e^{\theta n}=e^{-\theta}G\). Hence

\[
\frac{dG}{dt}=\left[k_+(e^\theta-1)+k_-(e^{-\theta}-1)\right]G .
\]

Since \(G(\theta,0)=1\),

\[
\ln G=t\left[k_+(e^\theta-1)+k_-(e^{-\theta}-1)\right]
=t\sum_{m\ge1}\left[k_++(-1)^mk_-\right]\frac{\theta^m}{m!}.
\]

The coefficient of \(\theta^m/m!\) is the \(m\)th cumulant of \(n\). For the length \(an\) it is multiplied by \(a^m\):

\[
\kappa_m=a^mt\left[k_++(-1)^mk_-\right].
\]

The first cumulant is the mean and the second is the variance, so

\[
v=a(k_+-k_-)=2ak_0\sinh s,
\]
\[
D_x=\tfrac12a^2(k_++k_-)=a^2k_0\cosh s .
\]

Setting \(k_+=k_-=k_0\) gives \(D_y=D_z=a^2k_0\). Mean and variance are linear in \(t\) from the start, so no initial transient has to be discarded.

**Weak field.** For \(s\ll1\), \(\sinh s\approx s\) and

\[
v\approx2ak_0s=\frac{q(a^2k_0)F}{kT},
\]

which is the Einstein relation with \(D=a^2k_0\). At any field in this model, with mobility defined as \(v/F\),

\[
\frac{qD_x}{(v/F)kT}=\frac{qFa\cosh s}{2kT\sinh s}=s\coth s\approx1+\frac{s^2}{3}\quad(s\ll1).
\]

**Strong field.** For \(s\gg1\), \(k_-\) is negligible and \(D_x\to a^2k_+/2=av/2\), the opening case. The relation \(D_x=av/2\) needs only \(k_-\ll k_+\). The first-order formula for \(k_+\) needs more: the second-order barrier shift, about \((qaF)^2/(2\pi^2E_a)\) for the cosine barrier treated below, must be small beside \(kT\).

## Statistical errors

The sample mean of \(N\) independent displacements has variance \(\kappa_2/N=2D_xt/N\). Dividing by \(t^2\) gives the standard error

\[
\sigma_v=\sqrt{\frac{2D_x}{Nt}} .
\]

For the diffusion coefficient, let \(y_i\) be the displacement of vacancy \(i\) minus its true mean. The unbiased sample variance is

\[
S^2=\frac{1}{N-1}\left[\sum_iy_i^2-\frac1N\Big(\sum_iy_i\Big)^2\right]
=\frac1N\sum_iy_i^2-\frac{2}{N(N-1)}\sum_{i<j}y_iy_j .
\]

The two sums are uncorrelated, because each cross term contains an independent factor of zero mean. As \(\langle y^4\rangle=\kappa_4+3\kappa_2^2\), the first sum contributes \((\kappa_4+2\kappa_2^2)/N\) to the variance of \(S^2\). The second has \(N(N-1)/2\) mutually uncorrelated terms and contributes \(2\kappa_2^2/[N(N-1)]\). Together,

\[
\operatorname{Var}S^2=\frac{\kappa_4}{N}+\frac{2\kappa_2^2}{N-1}.
\]

Here \(\kappa_4/\kappa_2^2=1/[(k_++k_-)t]\), so

\[
\frac{\sigma_{D_x}}{D_x}=\sqrt{\frac{2}{N-1}+\frac{1}{N(k_++k_-)t}} .
\]

A longer run improves \(v\) without limit, but the relative error of this \(D_x\) estimator stops at \(\sqrt{2/(N-1)}\). With this end-point estimator and a fixed number of events, many vacancies followed briefly give a better \(D_x\) than few followed for long. The limit belongs to the estimator, not to the data: displacements in disjoint time windows are independent, so long trajectories cut into short windows of equal length give essentially the same precision as the same number of short trajectories.

## Worked example

The parameters are rough values for a heated filamentary oxide memory cell, not those of a particular oxide: \(a=0.3\) nm, \(E_a=1.0\) eV, \(\nu=10^{13}\) Hz, \(T=600\) K and \(F=2\) MV/cm \(=0.2\) V/nm. Then \(kT=0.0517\) eV and

\[
\frac{qaF}{2}=\frac{2\times0.3\times0.2}{2}\ \text{eV}=0.060\ \text{eV},\qquad s=1.16 .
\]

The rates are \(k_0=3.98\times10^4\), \(k_+=1.272\times10^5\) and \(k_-=1.25\times10^4\ \text{s}^{-1}\), with \(K=2.99\times10^5\ \text{s}^{-1}\). The formulas give

\[
v=0.3\,(1.2716-0.1249)\times10^5=3.440\times10^4\ \text{nm/s},
\]
\[
D_x=\tfrac12(0.3)^2(1.2716+0.1249)\times10^5=6284\ \text{nm}^2/\text{s},
\]

and \(D_y=D_z=3586\ \text{nm}^2/\text{s}\). In engineering units, \(D_x=6.28\times10^{-11}\ \text{cm}^2/\text{s}\) and \(v/F=1.72\times10^{-9}\ \text{cm}^2/\text{Vs}\). The velocity is 1.24 times its linear-response value, and the Einstein ratio is 1.41. The field is already outside the linear regime.

A run with \(N=10^5\) vacancies, observed at 50 µs, gave:

- \(v=(3.430\pm0.005)\times10^4\) nm/s
- \(D_x=6277\pm29\ \text{nm}^2/\text{s}\)
- \(D_y=3555\pm17\) and \(D_z=3558\pm17\ \text{nm}^2/\text{s}\)

The uncertainties are one predicted standard error. The test limit was 4.5 standard errors, and all four results pass. The velocity is nevertheless 2.0 standard errors low, a deviation of a size expected in roughly one run in twenty. Part of it can be traced. The run had 1,493,364 events where 1,495,113 were expected, a deficit of 0.12%. For a given event count the expected displacement is proportional to that count, so this accounts for about 40 of the missing 101 nm/s. The rest lies in the sampled directions. \(D_y\) and \(D_z\) are also low, by 1.8 and 1.7 standard errors, and the four deviations together have a probability of about 4%, so this run is a mildly unusual sample. The 25 µs observation is also low in \(v\), by 1.9 standard errors, but it belongs to the same trajectories and is not independent evidence.

Three further tests bear on the derivation:

- A matrix exponential of the master equation on 101 sites, at these rates and 50 µs, reproduced \(v\) and \(D_x\) within a relative \(10^{-8}\).
- The sampled histogram of \(x\), compared with that numerical distribution, gave \(\chi^2=20.0\) for 20 degrees of freedom.
- Splitting the run into 200 batches of 500 vacancies gave a relative scatter of \(D_x\) of 0.0654, against 0.0655 from the error formula.

## Cost and numerical stability

The expected number of events is \(NKt\), here \(1.5\times10^6\). Each costs a fixed amount of work, because all vacancies share one table of six rates, and storage is three integers per vacancy. By contrast, a scheme that simulated every attempt would accept a given zero-field hop with probability \(e^{-E_a/kT}=4.0\times10^{-9}\), and would spend about \(2.5\times10^8\) attempts on it.

There is no integration step and hence no step-size instability or time-discretization error. What remains is sampling error, the quality of the random numbers, and rounding. The clock adds steps averaging \(3.3\times10^{-11}\) s to a total of \(5\times10^{-5}\) s. Double precision resolves this easily. Single precision has a spacing of \(2^{-38}\) s \(=3.6\times10^{-12}\) s near the end of the run, a tenth of the mean step. In a run ten times longer the spacing would exceed the mean step near the end, so single precision should not be used for the clock. The value \(u=0\) must be excluded from the logarithm, and rounding must not let \(r\) reach \(K\), where no direction is defined.

## Failure modes of the implementation

**Equal hop numbers.** Suppose each vacancy is stopped after \(M\) hops and the time is taken as \(M/K\). One hop changes \(n\) by \(\pm1\) with probabilities \(k_\pm/K\), and otherwise by zero. Its variance is

\[
\frac{k_++k_-}{K}-\left(\frac{k_+-k_-}{K}\right)^2 .
\]

Multiplying by \(a^2M\) and dividing by \(2M/K\) gives the apparent coefficient

\[
D_{\text{fixed}}=\frac{a^2(k_++k_-)}2-\frac{a^2(k_+-k_-)^2}{2K}=D_x-\frac{v^2}{2K}.
\]

In the example this is \(6284-1979=4305\ \text{nm}^2/\text{s}\), 31% below the true value. A simulation of 200,000 vacancies with 15 hops each gave 4318. The mean velocity is unaffected, so checking \(v\) alone does not reveal the fault. Replacing the random waiting time by its mean in a long one-vacancy run causes the same loss, since it fixes the hop count. The term \(v^2/2K\) vanishes at zero field, so a test without drift does not reveal it either. In a short run, rounding the count down to a whole number is a further error, which lowers \(v\) and all the diffusion coefficients, with or without a field.

**Variance about the origin.** Using \(\langle x^2\rangle/(2t)\) instead of the variance adds \(v^2t/2\). At 50 µs this is about \(3.0\times10^4\ \text{nm}^2/\text{s}\), nearly five times \(D_x\), and it grows with time.

**Recording after the crossing event.** This includes one extra hop in the whole system, with mean displacement \(a(k_+-k_-)/K=v/K\) shared among \(N\) vacancies. Relative to \(vt\), the bias is \(1/(NKt)\). It is negligible for \(N=10^5\), but for \(N=1\), with \(Kt=15\), it is 7%.

**Stale rates.** If the barriers are made to depend on position or on other vacancies, the affected rates must be updated after every hop. The shared table and the uniform choice of vacancy are then no longer valid.

## Failure modes of the model

The statistical error of \(v\) is 0.15%, but the physical uncertainty is far larger. The following changes are made one at a time, with the other parameters held fixed.

Raising the temperature by 10 K multiplies \(v\) by 1.34. A vacancy of charge \(e\) would drift at 0.43 times the speed of one with charge \(2e\).

The second-order barrier shift can be estimated from the potential

\[
U(x)=\frac{E_a}{2}\left(1-\cos\frac{2\pi x}{a}\right)-qFx .
\]

Its stationary points satisfy \(\sin(2\pi x/a)=\gamma\), with \(\gamma=qaF/(\pi E_a)\). With \(\phi=\arcsin\gamma\), the well is at phase \(\phi\) and the saddle at \(\pi-\phi\). The cosine term contributes \(E_a\cos\phi\) to the barrier, and the field term contributes \(-qFa(\pi-2\phi)/(2\pi)\). Since \(qaF/\pi=E_a\gamma\), the forward barrier is

\[
E_a\left(\sqrt{1-\gamma^2}+\gamma\arcsin\gamma\right)-\frac{qaF}{2}
\approx E_a+\frac{E_a\gamma^2}{2}-\frac{qaF}{2}.
\]

The extra term is 0.73 meV and lowers the rate by 1.4%. Quantum effects can be estimated for an oxygen ion of mass \(m_O\) moving in the same cosine barrier without field. The curvature has the same size at the well and at the saddle, and gives the frequency \(\omega=(\pi/a)\sqrt{2E_a/m_O}\). With \(u=\hbar\omega/kT\), the quantized levels of the harmonic well multiply the classical rate by \(\sinh(u/2)/(u/2)\), and transmission through the parabolic saddle multiplies it by \((u/2)/\sin(u/2)\). The product \(\sinh(u/2)/\sin(u/2)\) raises the rate by 1.8%. The cosine barrier has \(\omega/2\pi=5.8\) THz, below the assumed \(\nu=10\) THz; with \(\omega=2\pi\nu\) the same expression gives 5.5%. Both are small beside the uncertainty in temperature.

The infinite lattice is adequate for this run if the starting point is suitable. In a 6 nm film of 20 sites, with the start at site 5 from the anode side and absorbing electrodes, a fraction \(6\times10^{-4}\) is lost within 50 µs. The mean drift by then is 1.7 nm and the spread 0.8 nm. Longer runs need explicit boundaries.

One assumption that clearly fails in a dense filament is independence. Take a rough relative permittivity \(\varepsilon_r=25\) and a neighbour at the mean spacing \(d\), with field \(q/(4\pi\varepsilon_0\varepsilon_rd^2)\). At a density of \(10^{19}\ \text{cm}^{-3}\), \(d=4.6\) nm and this field is 2.7% of the applied one. At \(10^{21}\ \text{cm}^{-3}\), a filament-like density, \(d=1.0\) nm and it is 58%. If it simply added to or opposed the applied field, \(v\) would change by a factor between \(\sinh(1.576s)/\sinh s=2.1\) and \(\sinh(0.424s)/\sinh s=0.36\). This is an estimate for one neighbour, not a bound. In an uncorrelated random arrangement some neighbours are closer and many contribute, so the total field is typically several times larger. The vacancies repel each other, however, with a pair energy at distance \(d\) of about \(kT\) at the lower density \(n\) and \(4.5\,kT\) at the higher one. For classical charges in equilibrium on a uniform compensating background, the root-mean-square field is \(\sqrt{n\,kT/(\varepsilon_0\varepsilon_r)}\), which is 3.6 and 1.7 times the one-neighbour value at the two densities. If the charge is not compensated, the space-charge field at the edge of a film of thickness \(L=6\) nm, \(qnL/(2\varepsilon_0\varepsilon_r)\), is already 22% of the applied field at the lower density. The forces between vacancies cancel in pairs when summed over all of them, so these local fields do not translate directly into a change of the mean drift. Finding that change needs a simulation with interactions. Site blocking is weaker, with 2.7% of sites vacant at the higher density.

Set beside a real cell, the film thickness and the 1.2 V across it are plausible, and the field is 0.4 of a rough 5 MV/cm breakdown field. The time \(6\ \text{nm}/v=174\) µs is long compared with the sub-microsecond pulses that can switch many such cells. A hotter region or a lower barrier would shorten it in this model, but temperature and field in a working filament also vary in space and time. The independent walk is therefore a test case for the event loop and a model of dilute vacancies whose mean charge is compensated, so that the average field stays uniform. It is not a prediction of switching time. The numerical output below lists the remaining values.

## Computed results

```
spacing 0.3 nm; barrier 1.0 eV; charge 2 e
attempt frequency 1.0e+13 Hz; temperature 600.0 K
field 2.00 MV/cm; film 6.0 nm; voltage 1.20 V
kT 0.05170 eV; half-hop work 0.0600 eV; s 1.1605
hop probability per attempt at zero field 3.984e-09
k0 3.9845e+04 1/s; k+ 1.2716e+05 1/s; k- 1.2485e+04 1/s
total rate per vacancy K 2.9902e+05 1/s
probabilities: +x 0.4252; -x 0.0418; each transverse 0.1332
vacancies 100000; mean time step 3.344e-11 s
events 1493364; expected 1495113 +- 1223
exact v 3.44022e+04 nm/s = 3.4402e-03 cm/s
exact Dx 6.28399e+03 nm^2/s = 6.2840e-11 cm^2/s
exact Dy = Dz 3.58602e+03 nm^2/s
exact mobility v/F 1.7201e-09 cm^2/Vs
KMC at 25 us: v 3.42665e+04 +- 7.1e+01 nm/s
  Dx 6.27467e+03 +- 3.0e+01 nm^2/s
  Dy 3.57885e+03, Dz 3.56540e+03 +- 1.8e+01 nm^2/s
  deviations in standard errors: v -1.91, Dx -0.31
KMC at 50 us: v 3.43009e+04 +- 5.0e+01 nm/s
  Dx 6.27702e+03 +- 2.9e+01 nm^2/s
  Dy 3.55492e+03, Dz 3.55771e+03 +- 1.7e+01 nm^2/s
  deviations in standard errors: v -2.02, Dx -0.24
histogram: chi-square 20.0, degrees of freedom 20, p 0.460
relative scatter of Dx in batches of 500: seen 0.0654, predicted 0.0655
v over linear-response value 1.2400
Einstein ratio 1.4131; at F/100 1.000045
fixed 15 hops: apparent Dx 4.3182e+03 nm^2/s, formula 4.3050e+03 nm^2/s
  formula over true Dx 0.6851
mean drift in run 1.720 nm; spread 0.793 nm
film thickness over v 174.4 us
Neglected effects:
v factor for 10 K hotter 1.3415
v factor for charge 1 e 0.4262
second-order barrier shift 0.730 meV; rate factor 0.9860
oxygen-ion quantum rate factor 1.0180; tunnelling crossover 44.2 K
start at site 5 of 20: fraction reaching an electrode 6.43e-04
relative permittivity (rough) 25
density 1e+19 1/cm^3: mean spacing 4.64 nm
  neighbour field 0.053 MV/cm, 0.027 of applied; site fraction 2.70e-04
density 1e+21 1/cm^3: mean spacing 1.00 nm
  neighbour field 1.152 MV/cm, 0.576 of applied; site fraction 2.70e-02
rough breakdown field 5 MV/cm; applied fraction 0.40
```
